# Fano's Formula for Electron Repulsion Between LS-Coupled Configurations, part 2

We seek matrix elements of $G=\sum_{i<j}g_{ij}$, here with $g_{12}=1/r_{12}$ in hartree atomic units, between antisymmetric $LS$-coupled $N$-electron states $\Psi,\Psi'$. Shells $n_\lambda l_\lambda$, in a fixed order ($2s,2p,3d$ in the worked examples), are coupled from left to right and share one orthonormal orbital set. Their occupations are $N_\lambda$ in the bra and $N'_\lambda$ in the ket. A distribution assigns the electron labels to shells, ascending within each; its parity is that of its number of inversions.

Active electrons $N-1,N$ occupy shells $\rho\le\sigma$ in the bra and $\rho'\le\sigma'$ in the ket. The others are spectators, with distribution $\bar q$ and occupations

$$\bar N_\lambda=N_\lambda-\delta_{\lambda\rho}-\delta_{\lambda\sigma}=N'_\lambda-\delta_{\lambda\rho'}-\delta_{\lambda\sigma'}\ge0 .$$

With $\varepsilon=0$ for $N-1$ in $\rho$ and $N$ in $\sigma$, $\varepsilon=1$ for the reverse, and likewise $\varepsilon'$ in the ket, Fano's formula is

$$\langle\Psi|G|\Psi'\rangle=\sum_{\rho\le\sigma,\ \rho'\le\sigma'}W\,(-1)^{\Delta P}\sum_{\varepsilon=0}^{1-\delta_{\rho\sigma}}\ \sum_{\varepsilon'=0}^{1-\delta_{\rho'\sigma'}}(-1)^{\varepsilon-\varepsilon'}I_{\varepsilon\varepsilon'},$$

$$W=\tfrac12\big[N_\rho(N_\sigma-\delta_{\rho\sigma})\,N'_{\rho'}(N'_{\sigma'}-\delta_{\rho'\sigma'})\big]^{1/2}.$$

$$\Delta P=\sum_{\lambda=\rho+1}^{\sigma}\bar N_\lambda-\sum_{\lambda=\rho'+1}^{\sigma'}\bar N_\lambda,\qquad I_{\varepsilon\varepsilon'}=\langle\psi(\bar q,\varepsilon)|g_{N-1,N}|\psi'(\bar q,\varepsilon')\rangle,$$

where $\psi(\bar q,\varepsilon)$ is the coupled product of shell functions. With $D=I_{00}$ and $E=I_{01}$, the $\varepsilon$ sums equal

$$(2-\delta_{\rho\sigma}\delta_{\rho'\sigma'})\,\big[D-(1-\delta_{\rho\sigma})(1-\delta_{\rho'\sigma'})E\big].$$

The phase matters in a loop such as $A=2s^22p^2$, $B=2s2p^23d$, $C=2p^23d^2$, because the secular determinant contains $2H_{AB}H_{BC}H_{CA}$, which no choice of state phases alters.

Parentage coefficients (cfp) separate the last electron of a shell:

$$\psi(l^n\alpha SL)=\sum_{\bar\alpha\bar S\bar L}(\bar\alpha\bar S\bar L|\}\alpha SL)\,\big[\psi(l^{n-1}\bar\alpha\bar S\bar L)\,\phi_l(\text{last})\big]^{SL}.$$

If both active electrons share a shell, this is applied first to $N$, then to $N-1$. Spectator parents must agree in bra and ket.

Electron $N-1$ has shell $a$ in the bra and $c$ in the ket; electron $N$ has $b$ and $d$. With radial functions $P$, Legendre rank $k$ and $[x]=2x+1$,

$$R^k(ab;cd)=\iint P_a(r_1)P_b(r_2)\frac{r_<^k}{r_>^{k+1}}P_c(r_1)P_d(r_2)\,dr_1dr_2 ,$$

$$\langle l\|C^k\|l'\rangle=(-1)^l\sqrt{[l][l']}\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}.$$

The rank $k$ acts as a fictitious particle: $l_b$ is built from $l_d$ and $k$ in the bra, $l_c$ from $l_a$ and $k$ in the ket. Each $I_{\varepsilon\varepsilon'}$, written $I$, is then

$$I=\sum_{\text{parents}}(\text{cfp})\;\mathcal S\sum_kR^k(ab;cd)\,\frac{\langle l_c\|C^k\|l_a\rangle\langle l_b\|C^k\|l_d\rangle}{\sqrt{[l_c][l_b]}}\;\mathcal O_k ,$$

where $\mathcal S$ is the spin recoupling coefficient and $\mathcal O_k$ is the overlap of the bra orbital scheme with $l_b\to(l_dk)l_b$ and the ket scheme with $l_c\to(l_ak)l_c$. A rank $k$ contributes only if the $3j$ symbols of $(l_c,k,l_a)$ and $(l_b,k,l_d)$ are both non-zero.

The examples need three tools. Interchanging two coupled momenta gives $(j_1j_2)J=(-1)^{j_1+j_2-J}(j_2j_1)J$. The $6j$ symbol is defined by

$$\langle((j_1j_2)J_{12}j_3)J|(j_1(j_2j_3)J_{23})J\rangle=(-1)^{j_1+j_2+j_3+J}\sqrt{[J_{12}][J_{23}]}\begin{Bmatrix}j_1&j_2&J_{12}\\j_3&J&J_{23}\end{Bmatrix}.$$

For $j_1=J$, $j_2=j_3=j$, $J_{23}=0$ the symbol is $(-1)^{J+j+J'}/\sqrt{[J][j]}$ with $J'=J_{12}$. The total exponent $3(J+j)+J'$ differs from $J'-J-j$ by the even number $4(J+j)$, and $J+j-J'$ is an integer, so

$$\langle((Jj)J'j)J|(J(jj)0)J\rangle=(-1)^{J+j-J'}\sqrt{\frac{[J']}{[J][j]}}.\qquad(\ast)$$

The model takes hydrogenic $2s,2p,3d$ orbitals with a common charge $Z=3$, a round parameter that represents no particular atom; the three orbitals are normalized and, having different $l$, are orthogonal through their angular parts. With $x=Zr$ and each function positive near the origin,

$$P_{2s}=\sqrt{\tfrac Z2}\,x(1-\tfrac x2)e^{-x/2},\quad P_{2p}=\sqrt{\tfrac Z{24}}\,x^2e^{-x/2},\quad P_{3d}=\sqrt{\tfrac{Z}{30}}\,\tfrac4{81}x^3e^{-x/3}.$$

The integrals needed are $R^1(2s2p;2p3d)=-0.166460$, $R^2(2s2p;3d2p)=-0.137009$ and $R^1(2s2s;2p2p)=0.263672$ hartree. In the first two the integrand has the sign of $P_{2s}$, so their negative values say that the region outside the $2s$ node at $x=2$ outweighs the region inside. Shell phases are fixed by ordering terms by descending $S$, then descending $L$, and making the parentage coefficient to the first contributing parent positive; for one or two electrons the single coefficient is then $+1$.

Consider first $2s^22p^2\,{}^3P$ as bra and $2s\,2p^2(S_2L_2)\,S_{12}L_2\,3d\ {}^3P$ as ket. Coupling $L_2$ with $l=2$ to $L=1$ excludes $L_2=0$, which leaves three kets: $({}^3P)\,{}^2P$, $({}^3P)\,{}^4P$ and $({}^1D)\,{}^2D$. A scalar one-body operator cannot turn $s$ into $d$, so for a fixed nucleus the repulsion is the whole non-relativistic element. The spectator condition admits two pairs. The pair $(2s2s;2s3d)$ has $\bar N=(0,2,0)$, $W=0.707107$, $\Delta P=-2$, but it needs $k=0$ for $s\to s$ and $k=2$ for $s\to d$ at once, and vanishes. The pair $(2s2p;2p3d)$ has $\bar N=(1,1,0)$, $W=\tfrac12\sqrt{2\cdot2\cdot2\cdot1}=1.414214$ and $\Delta P=\bar N_{2p}-\bar N_{3d}=1$. The element is $-2W(D-E)$.

In $D$, electron $N-1$ is $2s$ in the bra and $2p$ in the ket, electron $N$ is $2p$ and $3d$, and only $k=1$ is allowed. In $E$ they are $2s,3d$ and $2p,2p$, and only $k=2$ is allowed. All parentage coefficients are 1. The reduced elements $\langle p\|C^1\|s\rangle=1$, $\langle p\|C^1\|d\rangle=-1.414214$, $\langle d\|C^2\|s\rangle=1$, $\langle p\|C^2\|p\rangle=-1.095445$ give the factors $-1.414214/\sqrt{3\cdot3}=-0.471405$ for $D$ and $-1.095445/\sqrt{5\cdot3}=-0.282843$ for $E$.

For the spins, call $u$ the $2s$ spectator, $v$ the $2p$ spectator, $s$ and $t$ electrons $N-1$ and $N$. The bra is $[(us)0,(vt)1]1$. In $D$ the ket is $[[u,(vs)S_2]S_{12},t]1$. A singlet factor does not affect a coupling, so the bra equals $[[(us)0,v]\tfrac12,t]1$, which requires $S_{12}=\tfrac12$. Then $[u,(vs)S_2]\tfrac12=(-1)^{S_2}[(vs)S_2,u]\tfrac12$; relation $(\ast)$ with $J=j=\tfrac12$ gives its overlap with $[v,(su)0]\tfrac12$ as $(-1)^{1-S_2}\sqrt{[S_2]}/2$; and $(su)0=-(us)0$. The three signs multiply to $+1$. In $E$ the ket is $[[u,(vt)S_2]S_{12},s]1$, which requires $S_2=1$. Interchanging $u$ with the triplet gives $(-1)^{3/2-S_{12}}$, and $(\ast)$ with $J=1$, $j=\tfrac12$ gives $(-1)^{3/2-S_{12}}\sqrt{[S_{12}]/6}$; the integer exponent appears twice. So

$$\mathcal S_D=\delta_{S_{12},1/2}\,\tfrac12\sqrt{[S_2]},\qquad\mathcal S_E=\delta_{S_2,1}\sqrt{[S_{12}]/6}.$$

For the orbital factor let $\bar p$ be the $2p$ spectator; the $s$ momenta are zero and drop out, so $(l_ak)l_c$ is just $k$. In $D$ the bra is $(\bar p,(dk)1)1$ with $k=1$, where $(dk)1=(-1)^{2+1-1}(kd)1=(kd)1$, and the ket is $((\bar pk)L_2,d)1$. In $E$ the bra is $(\bar p,(pk)1)1$ with $k=2$ and the ket is $((\bar pp)L_2,k)1$. Both are the defining overlap with $j_1=1,j_2=1,j_3=2,J=J_{23}=1$:

$$\mathcal O=-\sqrt{3[L_2]}\begin{Bmatrix}1&1&L_2\\2&1&1\end{Bmatrix}.$$

The symbol is $0.166667$ for $L_2=1$ and $-0.223607$ for $L_2=2$, so $\mathcal O=-3\times0.166667=-0.5$ and $\mathcal O=\sqrt{15}\times0.223607=0.866025$.

Each element is $c_1R^1(2s2p;2p3d)+c_2R^2(2s2p;3d2p)$ with $c_1=-2W\mathcal S_D(-0.471405)\mathcal O$ and $c_2=+2W\mathcal S_E(-0.282843)\mathcal O$. For $({}^3P)\,{}^2P$, $\mathcal S_D=0.866025$ and $\mathcal S_E=0.577350$:

$$c_1=-2(1.414214)(0.866025)(-0.471405)(-0.5)=-0.577350,$$

$$c_2=2(1.414214)(0.577350)(-0.282843)(-0.5)=0.230940,$$

$$(-0.577350)(-0.166460)+(0.230940)(-0.137009)=0.06446\ \text{hartree}=1.754\ \text{eV}.$$

For $({}^3P)\,{}^4P$, $\mathcal S_D=0$ and $\mathcal S_E=0.816497$, so $c_2=2(1.414214)(0.816497)(-0.282843)(-0.5)=0.326599$ and the element is $0.326599\times(-0.137009)=-0.04475$ hartree $=-1.218$ eV. For $({}^1D)\,{}^2D$, $\mathcal S_D=0.5$ and $\mathcal S_E=0$, so $c_1=-2(1.414214)(0.5)(-0.471405)(0.866025)=0.577350$ and the element is $0.577350\times(-0.166460)=-0.09611$ hartree $=-2.615$ eV. The program labels $D$ direct and $E$ exchange, but these names record only the value of $\varepsilon'$ at $\varepsilon=0$: here it is $E$ in which one electron stays in $2p$ while the quadrupole field of the open $2p$ shell turns $2s$ into $3d$. Without $(-1)^{\Delta P}$ all three elements reverse sign. Within these two configurations alone that is a change of phase of the bra and moves no energy; it takes a third configuration that closes a loop, such as $C$ above or $2p^4$ below, to make it matter. A $1s^2$ core placed first changes nothing: it lies outside the sums in $\Delta P$, and the new pair $(1s2s;1s3d)$ again needs $k=0$ and $k=2$ together, in $D$ and in $E$.

The element between $2s^22p^2\,{}^3P$ and $2p^4\,{}^3P$ shows the case $\rho=\sigma$, $\rho'=\sigma'$. The only pair is $(2s2s;2p2p)$, with $\bar N=(0,2,0)$, $\Delta P=0$, $W=\tfrac12\sqrt{2\cdot1\cdot4\cdot3}=2.449490$, and the element is $WD$. Only $k=1$ occurs, with factor $\langle p\|C^1\|s\rangle\langle s\|C^1\|p\rangle/\sqrt{3\cdot1}=-0.577350$, since $\langle s\|C^1\|p\rangle=-1$. The spectator parent is $p^2\,{}^3P$, reached through $p^3$ terms $S_3L_3$. The parentage coefficients are obtained as defined above, by antisymmetrizing the coupled product with the first parent, normalizing, and taking overlaps. For ${}^4S,{}^2D,{}^2P$ those of $p^4\,{}^3P$ are $0.577350$, $-0.645497$, $-0.5$, those of the $p^3$ terms to ${}^3P$ are $1$, $0.707107$, $0.707107$, and the products are $0.577350$, $-0.456435$, $-0.353553$. The spin overlap is that of $[(st)0,1]1$ with $[[1,s]S_3,t]1$, which by $(\ast)$ is $(-1)^{3/2-S_3}\sqrt{[S_3]/6}$, or $0.816497$ for the quartet and $-0.577350$ for the doublets. In the orbital overlap the bra has $(pk)0=(kp)0$ coupled to $\bar L=1$ and the ket is $((\bar Lk)L_3,p)1$, so $(\ast)$ with $J=j=1$ gives $(-1)^{L_3}\sqrt{[L_3]}/3$, or $0.333333$, $0.745356$, $-0.577350$. Then

$$\frac{D}{R^1}=-0.577350\,\big[(0.577350)(0.816497)(0.333333)+(-0.456435)(-0.577350)(0.745356)$$

$$+(-0.353553)(-0.577350)(-0.577350)\big]=-0.136083,$$

and $W$ times this is $-0.333333$. The element is $-0.333333\times0.263672=-0.08789$ hartree $=-2.392$ eV. Its sign depends on the phases chosen for $p^2\,{}^3P$ and $p^4\,{}^3P$, but not on those of the $p^3$ terms once these two are fixed, because each $p^3$ term enters two parentage coefficients.

The numerical check that follows confirms the parity and the weight by enumerating distributions of seven electrons, the general formula against explicit five-electron wave functions with a random symmetric $g$, and the Coulomb form, with full and reduced $\varepsilon$ sums, against a determinant evaluation with random radial integrals, each element to an asserted absolute tolerance of $10^{-10}$. In the six-electron set of four shells, 98 of 196 elements contain an odd $\Delta P$, and 76 come out wrong without the phase; since the omission changes an element by twice its odd-$\Delta P$ part, that part is below $10^{-6}$, the deviation above which an element is counted as wrong, in the other 22. In the ${}^3D$ set drawn from $sp^2d$, $p^2d^2$ and $sd^3$, with the shells in the order $2s,2p,3d$, every $\Delta P$ is even and the omission changes nothing, so this set in this order cannot reveal that a code lacks the phase. In the order $2p,2s,3d$ it can, because the pair $(2s2p;2p3d)$ between $sp^2d$ and $p^2d^2$ is then odd and $(2s3d;3d3d)$ even. Even in the first order the set can expose a phase that is computed wrongly: counting the spectators of shell $\rho$ instead of those of shell $\sigma$ makes the pair $(2s2p;2p3d)$ between $sp^2d$ and $p^2d^2$ odd, while $(2s3d;3d3d)$ stays even.

## Computed values

```
parity and weight enumeration, N=7: distributions of (2,3,1,1) = 420
tensor road, N=5, random g: 36 elements, max error 3.6e-15, wrong without phase: 16
s p d, N=4, 3P: 196 elements, max error 8.9e-15, with odd dP 16, wrong without phase 10, without delta 62
s p d, N=4, 3D: 64 elements, max error 8.9e-15, with odd dP 0, wrong without phase 0, without delta 20
s p d, N=4, 1D: 49 elements, max error 1.4e-14, with odd dP 16, wrong without phase 12, without delta 27
s p s p, N=6, 3P: 196 elements, max error 1.6e-14, with odd dP 98, wrong without phase 76, without delta 80
model charge Z = 3; 1 hartree = 27.211386 eV
R1(2s2p;2p3d) = -0.16645956 hartree
R2(2s2p;3d2p) = -0.13700908 hartree
R1(2s2s;2p2p) = 0.26367187 hartree
<p||C1||s> = 1.000000, <s||C1||p> = -1.000000, <p||C1||d> = -1.414214
<d||C2||s> = 1.000000, <p||C2||p> = -1.095445
6j {1 1 1;2 1 1} = 0.166667, {1 1 2;2 1 1} = -0.223607
(a) 2s2 2p2 3P with 2s 2p2 3d 3P
 pair (2s2s;2s3d): Nbar = (0, 2, 0), W = 0.707107, dP = -2
 pair (2s2p;2p3d): Nbar = (1, 1, 0), W = 1.414214, dP = 1
 ket 2s 2p2(3P) 2P 3d:
  direct   k=1: cfps 1.000000, spin 0.866025, C factor -0.471405, orbital -0.500000
  exchange k=2: cfps 1.000000, spin 0.577350, C factor -0.282843, orbital -0.500000
  c1 = -0.577350, c2 = 0.230940; without phase -0.06446458 hartree
  element 0.06446458 hartree = 1.75417 eV; determinants 0.06446458 hartree
 ket 2s 2p2(3P) 4P 3d:
  direct   k=1: cfps 1.000000, spin -0.000000, C factor -0.471405, orbital -0.500000
  exchange k=2: cfps 1.000000, spin 0.816497, C factor -0.282843, orbital -0.500000
  c1 = 0.000000, c2 = 0.326599; without phase 0.04474698 hartree
  element -0.04474698 hartree = -1.21763 eV; determinants -0.04474698 hartree
 ket 2s 2p2(1D) 2D 3d:
  direct   k=1: cfps 1.000000, spin 0.500000, C factor -0.471405, orbital 0.866025
  exchange k=2: cfps 1.000000, spin 0.000000, C factor -0.282843, orbital 0.866025
  c1 = 0.577350, c2 = 0.000000; without phase 0.09610547 hartree
  element -0.09610547 hartree = -2.61516 eV; determinants -0.09610547 hartree
(b) 2s2 2p2 3P with 2p4 3P
 pair (2s2s;2p2p): Nbar = (0, 2, 0), W = 2.449490, dP = 0
 cfp p4 3P <- p3 4S: 0.577350; p3 <- p2 3P: 1.000000
 cfp p4 3P <- p3 2D: -0.645497; p3 <- p2 3P: 0.707107
 cfp p4 3P <- p3 2P: -0.500000; p3 <- p2 3P: 0.707107
 via p3 4S, k=1: cfps 0.577350, spin 0.816497, C factor -0.577350, orbital 0.333333
 via p3 2D, k=1: cfps -0.456435, spin -0.577350, C factor -0.577350, orbital 0.745356
 via p3 2P, k=1: cfps -0.353553, spin -0.577350, C factor -0.577350, orbital -0.577350
 sum over p3 terms = -0.136083, c = -0.333333
 element -0.08789062 hartree = -2.39163 eV; determinants -0.08789062 hartree
```
